# Square-root saturation of tunnelling-defect loss from a flat energy distribution

Suppose that the dielectric loss of an oxide film is measured at millikelvin temperature with a convenient microwave field, and the value is carried over to a circuit that works at much weaker fields. In the example worked below, the measured loss tangent would be $4.5\times10^{-6}$ and the loss in use $4.5\times10^{-4}$, a hundred times larger. Correcting the measurement with the saturation law of one resonant defect, $1/(1+s^2)$, would err as badly the other way: at $s=100$ it predicts a change of $10^4$. The film contains defects of all energies, and a stronger field bleaches the resonant ones while drawing in others. The result is an inverse square root.

## The defects and the statement

A charged group tunnels between two wells with energy asymmetry $\Delta$ and tunnel splitting $\Delta_0$. Its dipole is $+p$ in one well and $-p$ in the other, and has projection $c=|\cos\theta|$ on the field $E\cos\omega t$, where $E$ is the peak amplitude. Any local-field factor is included in $p$. With Pauli matrices $\tau$ in the well basis,

$$H=\tfrac12(\Delta\tau_z+\Delta_0\tau_x)-pcE\cos\omega t\,\tau_z .$$

Let $\varepsilon=\sqrt{\Delta^2+\Delta_0^2}$ and $u=\Delta_0/\varepsilon$. Define $\sigma_z=(\Delta\tau_z+\Delta_0\tau_x)/\varepsilon$ and $\sigma_x=(\Delta_0\tau_z-\Delta\tau_x)/\varepsilon$. Then $(\Delta/\varepsilon)\sigma_z+u\sigma_x=\tau_z$, because the $\tau_x$ terms cancel, and

$$H=\tfrac12\varepsilon\sigma_z-pcE\cos\omega t\left[\frac{\Delta}{\varepsilon}\sigma_z+u\,\sigma_x\right].$$

The standard tunnelling model takes a density $P_0/\Delta_0$ in the variables $|\Delta|$ and $\Delta_0$. From $|\Delta|=\varepsilon\sqrt{1-u^2}$ and $\Delta_0=\varepsilon u$, the Jacobian is

$$\sqrt{1-u^2}\;\varepsilon+\frac{\varepsilon u}{\sqrt{1-u^2}}\,u=\frac{\varepsilon}{\sqrt{1-u^2}} ,$$

so that

$$\frac{P_0}{\Delta_0}\,d|\Delta|\,d\Delta_0=\frac{P_0}{u\sqrt{1-u^2}}\,d\varepsilon\,du .$$

The energy has dropped out: the distribution is flat in $\varepsilon$.

Relaxation to the bath is taken to act through the same matrix element $u$ as the field, so its rate is proportional to $u^2$ and the relaxation time is $T_1/u^2$. Here $T_1$ belongs to $u=1$ and $\varepsilon=\hbar\omega$. The dephasing time $T_2$ is assumed to be the same for all defects. For one common projection $c$, the steady-state loss tangent is, to leading order in the ratio of resonance width to $\omega$,

$$\boxed{\tan\delta=\frac{\pi P_0p^2c^2}{\varepsilon_0\kappa}\,\frac{\tanh(\hbar\omega/2kT)}{\sqrt{1+(E/E_c)^2}},\qquad E_c=\frac{\hbar}{pc\sqrt{T_1T_2}}}$$

with $\kappa$ the relative permittivity.

## First derivation: driven coherence

In a frame rotating at $\omega$ about $z$, $\sigma_x$ becomes $\sigma_+e^{i\omega t}+\sigma_-e^{-i\omega t}$. Multiplication by $\cos\omega t=\frac12(e^{i\omega t}+e^{-i\omega t})$ leaves the constant part $\frac12\sigma_x$ and terms at $2\omega$. These terms, and the longitudinal term at $\omega$, average out to leading order in $pcE/\hbar\omega$. What remains is

$$H_R=\tfrac{\hbar}{2}(\delta\,\sigma_z-\Omega\,\sigma_x),\qquad \delta=\varepsilon/\hbar-\omega,\qquad \Omega=pcuE/\hbar .$$

This makes the spin vector $S$ precess about $(-\Omega,0,\delta)$. With relaxation towards the equilibrium inversion $-\Theta$, where $\Theta=\tanh(\varepsilon/2kT)$, the Bloch equations are

$$\dot S_x=-\delta S_y-\frac{S_x}{T_2},\qquad \dot S_y=\delta S_x+\Omega S_z-\frac{S_y}{T_2},$$

$$\dot S_z=-\Omega S_y-\frac{u^2}{T_1}(S_z+\Theta).$$

In the steady state the first equation gives $S_x=-\delta T_2S_y$. The second then becomes

$$S_y(1+\delta^2T_2^2)=\Omega T_2S_z ,$$

and the third gives $S_z=-\Theta-\Omega(T_1/u^2)S_y$. Inserting it and collecting $S_y$,

$$S_y=-\frac{\Omega T_2\Theta}{1+s^2+\delta^2T_2^2},\qquad s^2=\Omega^2\frac{T_1}{u^2}T_2 .$$

The factor $u^2$ in $\Omega^2$ cancels that in the relaxation time, so $s=pcE\sqrt{T_1T_2}/\hbar=E/E_c$ for every defect. This cancellation is what gives the film a single critical field.

The absorbed power is the mean of $\partial H/\partial t$. The transverse term contributes $\hbar\omega\Omega\langle\sin\omega t\,\sigma_x\rangle$. In the laboratory frame $\langle\sigma_x\rangle=S_x\cos\omega t-S_y\sin\omega t$, whose average with $\sin\omega t$ is $-S_y/2$. The longitudinal term averages to zero because $S_z$ is constant. Hence each defect absorbs

$$w=-\tfrac12\hbar\omega\Omega S_y=\frac{\hbar\omega\,\Omega^2T_2\,\Theta}{2(1+s^2+\delta^2T_2^2)} .$$

At resonance the response per unit intensity falls as $1/(1+s^2)$, while the half width in $\delta$ grows as $\sqrt{1+s^2}/T_2$.

Now sum over defects, with $d\varepsilon=\hbar\,d\delta$. If the width is small compared with $\omega$, the lower limit $\delta=-\omega$ may be replaced by $-\infty$, and $\Theta$ may be taken at $\varepsilon=\hbar\omega$. The energy integral is

$$\int_{-\infty}^{\infty}\frac{d\delta}{1+s^2+\delta^2T_2^2}=\frac{\pi}{T_2\sqrt{1+s^2}} .$$

The remaining integral over $u$ contains $\Omega^2=(pcE/\hbar)^2u^2$ and

$$\int_0^1\frac{u^2\,du}{u\sqrt{1-u^2}}=\left[-\sqrt{1-u^2}\right]_0^1=1 .$$

The power per volume is therefore

$$\mathcal P=P_0\hbar\cdot\frac{\hbar\omega T_2\Theta}{2}\cdot\frac{\pi}{T_2\sqrt{1+s^2}}\cdot\frac{p^2c^2E^2}{\hbar^2}
=\frac{\pi P_0\omega p^2c^2E^2\,\Theta}{2\sqrt{1+s^2}} .$$

A medium with displacement $\varepsilon_0\kappa E(\cos\omega t+\tan\delta\sin\omega t)$ absorbs the mean of field times displacement rate, $\frac12\omega\varepsilon_0\kappa\tan\delta\,E^2$. Equating the two gives the boxed result.

## Second derivation: populations and repeated bleaching

This route follows populations and never solves for a coherence. The field causes transitions through the matrix element $-\hbar\Omega/2$. If phase memory decays as $e^{-|\tau|/T_2}$, second-order perturbation theory gives the same rate upward and downward,

$$W=\frac{\Omega^2}{4}\int_{-\infty}^{\infty}e^{i\delta\tau-|\tau|/T_2}d\tau
=\frac{\Omega^2T_2}{2}L,\qquad L=\frac1{1+\delta^2T_2^2} .$$

Let $D$ be the ground population minus the excited one. Each transition changes $D$ by two, so

$$\dot D=-2WD-\frac{u^2}{T_1}(D-\Theta),\qquad D=\frac{\Theta}{1+2WT_1/u^2}=\frac{\Theta}{1+s^2L}$$

in the steady state. The net upward rate is $WD$, and the absorbed power is

$$w=\hbar\omega WD=\frac{\hbar\omega\Omega^2T_2\Theta}{2}\,\frac{L}{1+s^2L} .$$

With $x=\delta T_2$, the sum over a flat distribution requires

$$I=\int_{-\infty}^{\infty}\frac{L}{1+s^2L}\,dx,\qquad L=\frac1{1+x^2} .$$

For $s^2<1$ the integrand can be expanded in powers of the intensity. Since $L\le1$, the series converges absolutely and may be integrated term by term:

$$I=\sum_{k=0}^{\infty}(-s^2)^kJ_k,\qquad J_k=\int_{-\infty}^{\infty}L^{k+1}dx=\int_{-\pi/2}^{\pi/2}\cos^{2k}\varphi\,d\varphi ,$$

where $x=\tan\varphi$. The first term, $J_0=\pi$, is absorption by undisturbed populations. The next is its reduction by bleaching to first order in intensity, and later terms correct that reduction. Integration by parts gives, for $k\ge1$,

$$J_k=(2k-1)\int_{-\pi/2}^{\pi/2}\cos^{2k-2}\varphi\sin^2\varphi\,d\varphi=(2k-1)(J_{k-1}-J_k),$$

so $J_k=\frac{2k-1}{2k}J_{k-1}$. The coefficients $b_k$ in $(1+s^2)^{-1/2}=\sum_k b_k s^{2k}$ obey

$$\frac{b_k}{b_{k-1}}=\frac{-\frac12-k+1}{k}=-\frac{2k-1}{2k},\qquad b_0=1 .$$

This is the recursion of $(-1)^kJ_k/\pi$, and hence $I=\pi/\sqrt{1+s^2}$. Both sides are analytic in $s^2$ around the whole positive axis, so the equality continues to all $s^2\ge1$, although the series itself diverges for $s^2>1$. Since $d\varepsilon=(\hbar/T_2)\,dx$,

$$\mathcal P=P_0\frac{\hbar}{T_2}\cdot\frac{\hbar\omega T_2\Theta}{2}\cdot\frac{p^2c^2E^2}{\hbar^2}\cdot\frac{\pi}{\sqrt{1+s^2}},$$

with the integral over $u$ again equal to one. This is the power density found before.

## What each derivation assumes

The population argument uses a perturbative rate, which is justified when the phase is lost before the field has turned the spin appreciably, $\Omega T_2\ll1$. Since $\Omega T_2=su\sqrt{T_2/T_1}$, a defect with $u=1$ and $T_2/T_1=0.1$ has $\Omega T_2\approx3.2$ at $s=10$. The rate is then unjustified as a description of motion in time.

The Bloch equations show why the steady loss survives. Their first two equations, in the steady state, give $-\Omega S_y=-\Omega^2T_2L\,S_z=-2WS_z$, which is the transition term of the population equation without any condition on $\Omega T_2$. Transients are not covered by this identity. Nor is a measurement shorter than the relaxation time $T_1/u^2$, which becomes long for small $u$.

The Bloch route has its own assumption: relaxation keeps the same $T_1$ and $T_2$, and acts towards the undriven eigenstates, even under strong drive. This requires more than a bath spectrum that is flat over a range $\Omega$. At strong field the loss comes from defects detuned by up to about $s/T_2$, which can be much larger than $\Omega$, and the noise that dephases them must stay flat well beyond that frequency. If it fades sooner, the wings are weaker and the loss falls below the formula. In the example below, $s/(2\pi T_2)$ is about 160 MHz at $100E_c$.

The population route shows what the square root owes to the shape of the line. Replace $L$ by a box of equal area, $L=1$ for $|x|<\pi/2$ and zero outside. Then $I=\pi/(1+s^2)$, the single-defect law, because no defects wait in the wings. For $L=e^{-x^2}$ and large $s$, saturation reaches out to $|x|\approx\sqrt{\ln s^2}$, and $I\approx2\sqrt{\ln s^2}/s^2$. A flat distribution is thus not sufficient; Lorentzian wings are also needed. Exponential dephasing supplies them. The finite lifetime of a defect also adds weak wings of this kind to a Gaussian line, and at strong enough field these restore the fall as $1/s$, with a smaller prefactor.

Both routes assume a uniform classical field, independent defects and a narrow resonance.

## Limits and changes of form

For $E\ll E_c$ the loss is independent of both $T_1$ and $T_2$: a longer $T_2$ makes each line higher and narrower by the same factor. For $E\gg E_c$,

$$\tan\delta\to\tan\delta_0\,\frac{E_c}{E},$$

where $\tan\delta_0$ is the weak-field value. Data taken in this tail alone fix the product $\tan\delta_0E_c$, not the two factors.

**Random orientation.** Let $x=E/E_c(c{=}1)$. The weak-field weight of a projection $q$ is $3q^2$, normalized over $0<q<1$. Substituting $xq=\sinh t$,

$$A(x)=\int_0^1\frac{3q^2\,dq}{\sqrt{1+x^2q^2}}=\frac3{x^3}\int_0^{\operatorname{asinh}x}\sinh^2t\,dt
=\frac{3}{2x^2}\left[\sqrt{1+x^2}-\frac{\operatorname{asinh}x}{x}\right].$$

The tail is $3/(2x)$. A single projection with $c^2=1/3$ has the same weak-field loss, and $x=\sqrt3\,E/E_c$. The ratio of random to single-projection loss therefore tends to $\sqrt3/2\approx0.866$.

**Lifetime-limited dephasing.** If nothing but relaxation destroys the phase, $T_2=2T_1/u^2$. The saturation parameter then depends on $u$:

$$s^2=\left(\frac{pcE}{\hbar}\right)^2u^2\,\frac{T_1}{u^2}\,\frac{2T_1}{u^2}=\frac{(E/E_1)^2}{u^2},\qquad E_1=\frac{\hbar}{\sqrt2\,pcT_1} .$$

The square root must now be averaged with the weight $u/\sqrt{1-u^2}$. At strong field the factor tends to

$$\frac{E_1}{E}\int_0^1\frac{u^2\,du}{\sqrt{1-u^2}}=\frac{\pi}{4}\frac{E_1}{E} .$$

At $E=E_1$ the computed factor is 0.599, against 0.707 for the square-root law.

## An oxide film at 5 GHz

Take an amorphous oxide film at 50 mK between plates 100 µm square and 200 nm apart, with rough typical values: $p=1$ e·Å, $\kappa=10$, a density constant $P_0$ of 100 per µm³ and GHz, $T_1=1$ µs and $T_2=0.1$ µs. Let $c^2=1/3$ for every defect. Then $\sqrt{T_1T_2}=3.16\times10^{-7}$ s and

$$E_c=\frac{1.055\times10^{-34}}{(1.602\times10^{-29})(0.577)(3.16\times10^{-7})}\ \text{V/m}\approx36\ \text{V/m},$$

or 7.2 µV across the film. The density is $P_0=1.51\times10^{44}$ J⁻¹m⁻³ and the thermal factor is $\tanh2.40=0.984$. The weak-field loss is

$$\tan\delta_0=\frac{\pi(1.51\times10^{44})(8.56\times10^{-59})}{8.85\times10^{-11}}\times0.984\approx4.5\times10^{-4}.$$

A density-matrix calculation for these lifetimes gives the peak response per unit intensity and the line width, both relative to weak field. The last column comes from the laboratory-frame Bloch equations, with the counter-rotating and longitudinal terms kept and the sum over $\varepsilon$ and $u$ done numerically.

| $E/E_c$ | peak | width | $\tan\delta$, formula | $\tan\delta$, lab frame |
|---|---|---|---|---|
| 0.1 | 0.990 | 1.005 | 4.48e-4 | 4.48e-4 |
| 1 | 0.500 | 1.414 | 3.19e-4 | 3.19e-4 |
| 10 | 0.0099 | 10.05 | 4.48e-5 | 4.47e-5 |
| 100 | 0.00010 | 100.0 | 4.51e-6 | 4.42e-6 |

At $100E_c$ a resonant defect responds $10^4$ times less, but the line is 100 times wider, and the loss falls by 100. The laboratory-frame value there lies 1.9 % below the formula, with a half width of 3.2 % of $\omega$. The missing Lorentzian tail below zero energy accounts for a fraction $0.032/\pi\approx1.0$ % of the formula's loss. The rest is the net result of effects that were not separated, among them the counter-rotating term, which lowers the absorption, the variation of $\Theta$ and two-photon absorption. The width would equal $\omega$ near $E/E_c=\omega T_2\approx3100$, about $10^5$ V/m; the assumption of a narrow resonance is lost as that field is approached, and the formula departs gradually from the laboratory-frame loss.

Several neglected effects can be sized for this film. Loss from the slow repopulation of thermal defects, with a one-phonon relaxation rate, is $3\times10^{-10}$ at weak field, negligible even beside the saturated loss at $100E_c$. Counted with the weight $u^2$, about 318 defects lie in an energy interval $\hbar/T_2$; with that many defects of equal strength per interval, weak-field loss would scatter by about 2 % between nominally equal films. The field energy at $E_c$ corresponds to 35 photons, but at $0.1E_c$ to about 0.35, where the photon number no longer justifies a classical field. The weak-field loss does not depend on that description. If the film holds all the electric energy, one photon has a field amplitude $E_{\rm ph}$ given by $\frac12\varepsilon_0\kappa E_{\rm ph}^2V=\hbar\omega$, with $V$ the film volume, and couples to a defect through the matrix element $pcuE_{\rm ph}/2$. At zero temperature the golden rule then gives the decay rate $(2\pi/\hbar)(pcE_{\rm ph}/2)^2P_0V=\pi P_0p^2c^2\omega/(\varepsilon_0\kappa)$, which is $\omega$ times the classical weak-field loss tangent. Heating of the film is not modelled.

Real amorphous oxides at these temperatures have weak-field loss tangents of roughly $10^{-4}$ to several times $10^{-3}$, depending on material and deposition, and the example lies in that range. Their defects do not share one projection. Random orientation, with all other parameters held fixed, lowers the loss by about 12 % at $E_c$ and 13 % at $100E_c$. The dephasing time is less certain and matters more. If it were lifetime-limited with $T_1$ still 1 µs, then $E_1=E_c\sqrt{T_2/2T_1}\approx8.1$ V/m, using the original $T_2$. At 3.6 kV/m the loss factor would be $0.785\times8.1/3600\approx0.0018$ instead of 0.010. Defects also shift one another's energies. A dipolar estimate, $2p^2P_0kT/(4\pi\varepsilon_0\kappa h)$, gives 0.07 MHz against a weak-field half width of 1.6 MHz. This is only a scale. For parallel dipoles placed at random with density $P_0kT$, the shifts have a Lorentzian distribution whose half width is $8\pi^2/(9\sqrt3)\approx5$ times larger, about 0.4 MHz. The number of thermal defects that switch also grows logarithmically with the waiting time, and the elastic interaction between defects, left out here, can be of similar size. The estimate therefore does not guarantee that the defects are independent. Measured films often show a weaker field dependence than the inverse square root; drifting defect energies are one proposed reason, and the present model does not describe them. The exponent should therefore be measured before the law is used to extrapolate. Electrodes with a nonuniform field require the absorbed power to be integrated over the local field, which smooths the crossover. The numerical output gives the remaining values.

## Computed results

```
frequency                          5.0 GHz
temperature                        50 mK
dipole p                           1.00 e*angstrom
relative permittivity              10.0
defect density P0                  100 per um^3 per GHz
T1 (u=1), T2                       1.00 us, 0.10 us
squared projection c^2             0.3333
plate side, film thickness         100 um, 200 nm
thermal factor tanh                0.9837
critical field Ec                  36.05 V/m
plate voltage amplitude at Ec      7.21 uV
weak-field loss tangent            4.507e-04
weak-field half width 1/(2 pi T2)  1.592 MHz
Lindblad, relative to weak field: E/Ec, peak, width, integrated loss
     0.1  9.902e-01     1.0049  0.99509
     1.0  5.000e-01     1.4141  0.70714
    10.0  9.902e-03    10.0494  0.09951
   100.0  1.000e-04   100.0000  0.01000
loss tangent: E/Ec, formula, lab frame, difference %, width/omega
     0.1  4.4847e-04  4.4836e-04  -0.024  3.20e-04
     1.0  3.1870e-04  3.1859e-04  -0.034  4.50e-04
    10.0  4.4847e-05  4.4738e-05  -0.243  3.20e-03
   100.0  4.5068e-06  4.4232e-06  -1.854  3.18e-02
random orientation / one projection, at the same field: E/Ec, ratio
     0.1  0.9961
     1.0  0.8766
    10.0  0.8615
   100.0  0.8659
lifetime-limited T2=2T1(u): E/E1, loss factor, square-root law
     0.1  0.98410  0.99504
     1.0  0.59907  0.70711
    10.0  0.07825  0.09950
   100.0  0.00785  0.01000
relaxation loss tangent            3.35e-10
relaxation / resonant at 100 Ec    7.44e-05
spectral diffusion, rough size     0.073 MHz
defects per interval hbar/T2       318
scatter, equal-strength defects    2.3 %
photons in the film field at Ec    34.7
```
